# Why the lowest rotational level of H3+ is not J=0

**Question.** The energy ladder of a rigid rotor begins with a state without rotation, \(J=0\). For H\(_3^+\) in its ground electronic and vibrational state this level is absent. Why is it absent, which level takes its place, and how far above the missing level does it lie?

**Answer.** The three nuclei are protons, which are identical fermions. The complete wavefunction must change sign when two of them are exchanged. The argument has to establish how each part of the wavefunction behaves under such an exchange, and then which rotational levels can be completed with a suitable spin function.

## What the Pauli principle asks for

Let the protons carry labels 1, 2, 3. A permutation of labels acts on their positions and spins together. There are three exchanges, and two cyclic permutations besides the identity. A cycle is a product of two exchanges, so the complete function must obey

\[
\text{exchange: } \Psi\to-\Psi,\qquad \text{cycle: } \Psi\to(-1)^2\,\Psi=+\Psi .
\]

The permutation group of three objects has three species. A function of species \(A_1\) is unchanged by everything. One of species \(A_2\) is unchanged by cycles and changes sign under exchanges. Species \(E\) consists of a pair of functions, which can be chosen to gain the phases \(\omega\) and \(\omega^*\) under a cycle, with \(\omega=e^{2\pi i/3}\), and which exchanges turn into each other. The Pauli principle demands \(A_2\) for the whole.

I write the function as a product, or a sum of products, of electronic, vibrational, rotational and proton-spin factors. The very weak coupling of proton spins to the rest of the molecule is neglected, so \(J\) is the angular momentum without proton spin.

## What three proton spins can do

Each proton has two spin states, \(\alpha\) and \(\beta\), so there are \(2^3=8\) spin functions. Try to build an antisymmetric one. Every spin function is a combination of products such as \(\alpha\alpha\beta\). With three places and two states, at least two places hold the same state. Exchanging those two leaves the product unchanged, whereas antisymmetry requires a change of sign. Antisymmetrizing the product therefore gives zero. This holds for all eight products, so no spin function of species \(A_2\) exists.

The eight functions divide as follows. Four belong to total spin \(I=3/2\). The top one, \(\alpha\alpha\alpha\), is symmetric, and the lowering operator \(I_-=I_{1-}+I_{2-}+I_{3-}\) treats all protons alike, so the other three are symmetric too. This gives four functions of species \(A_1\).

With spin projection \(M_I=+1/2\) there are three products, and one symmetric combination is already used. The other two can be taken as

\[
s_\pm=\frac{1}{\sqrt3}\left(\beta\alpha\alpha+\omega^{\pm1}\alpha\beta\alpha+\omega^{\pm2}\alpha\alpha\beta\right).
\]

A cycle multiplies one by \(\omega\) and the other by \(\omega^*\). Exchanging protons 2 and 3 interchanges the last two coefficients, and since \(\omega^2=\omega^{-1}\) this turns \(s_+\) into \(s_-\). They form an \(E\) pair. The raising operator gives \(I_+s_\pm\propto(1+\omega+\omega^2)\,\alpha\alpha\alpha=0\), so \(M_I=1/2\) is their highest projection and \(I=1/2\). A second pair has \(M_I=-1/2\). Altogether

\[
8 = 4\,A_1\;(I=3/2)\;+\;2\,E\;(I=1/2).
\]

For two protons the situation is different: \(\alpha\beta-\beta\alpha\) is antisymmetric. The obstacle comes from having more particles than spin states. If each particle had \(n\) spin states, an antisymmetric function of three would need three different states, and there would be

\[
\binom n3=\frac{n(n-1)(n-2)}{6}
\]

such functions. This is 0 for \(n=2\) and 4 for \(n=4\).

## Why the state without rotation needs the spin function that is missing

The absence of an antisymmetric spin function matters only if the rest of the wavefunction is symmetric. For the lowest state it is.

Consider the spin-free Hamiltonian of the ion, with two electrons in a spin singlet, and ignore the Pauli principle for the protons. The Hamiltonian is a kinetic energy plus a real potential, so its lowest eigenfunction can be chosen real. Replacing this function by its absolute value leaves the mean energy unchanged, so the absolute value is also a lowest eigenfunction. A change of sign would leave a kink in it, which an eigenfunction cannot have where the potential is finite. The lowest function therefore has one sign and is unique, since two functions of one sign cannot be orthogonal.

A relabelling of protons leaves the Hamiltonian unchanged, and so can only multiply this function by a constant. As the function stays positive and normalized, the constant is \(+1\): the species is \(A_1\). The same argument applied to rotations of the whole ion shows that the function is unchanged by them, which means \(J=0\).

So \(J=0\) in the vibronic ground state would need a spin factor of species \(A_2\). There is none, and the level has no states. Its energy remains a well-defined eigenvalue of the spin-free Hamiltonian, and it serves below as the zero of energy.

Two changes show what the conclusion depends on. If protons were fermions of spin \(3/2\), with \(n=4\), the level \(J=0\) would have four states. And if the actual ion carries one quantum of its doubly degenerate vibration, the vibrational factor has species \(E\). It can then be combined with an \(E\) spin pair, and \(J=0\) is allowed with two states. The lowest vibrational excitation of any kind costs about 2500 cm\(^{-1}\) on the potential surface used below, so a vibrationally excited state cannot supply the lowest level.

## Which rotational functions can be completed

Now let the molecule rotate. The electronic and vibrational ground factors are positive by the same argument and remain unchanged by relabelling. The rotational factor depends on axes fixed to the labelled protons. Let \(\hat n\) be the normal along \((\mathbf r_2-\mathbf r_1)\times(\mathbf r_3-\mathbf r_1)\), let \(\hat x\) point from the centre to proton 1, and let \(\hat y=\hat n\times\hat x\). For an equilateral triangle:

- A cycle moves \(\hat x\) to the next corner. This is a turn by \(120^\circ\) about \(\hat n\).
- Exchanging protons 2 and 3 keeps \(\hat x\), but reverses the cross product. So \(\hat n\to-\hat n\) and \(\hat y\to-\hat y\), a half turn about \(\hat x\).

Let \(K\) denote the absolute value of the projection of \(J\) on \(\hat n\), in units of \(\hbar\). For \(J=1\) the rotational functions are the components of the three body axes along a fixed direction \(\hat Z\) in space. The one with \(K=0\) is \(\hat n\cdot\hat Z\). A cycle leaves it alone and an exchange reverses it, so it is \(A_2\). The two with \(K=1\) are

\[
R_\pm=(\hat x\pm i\hat y)\cdot\hat Z .
\]

A turn by \(\theta\) about \(\hat n\) gives \(\hat x'=\hat x\cos\theta+\hat y\sin\theta\) and \(\hat y'=-\hat x\sin\theta+\hat y\cos\theta\), hence

\[
\hat x'\pm i\hat y'=e^{\mp i\theta}(\hat x\pm i\hat y).
\]

With \(\theta=\pm120^\circ\) the pair gains the phases \(\omega\) and \(\omega^*\). The exchange of 2 and 3 reverses \(\hat y\) and turns \(R_+\) into \(R_-\). The pair has species \(E\).

For general \(J\) the same two rotations decide. A function with \(K=0\) depends on \(\hat n\) alone and is a spherical harmonic of degree \(J\), so \(\hat n\to-\hat n\) multiplies it by \((-1)^J\). For \(K>0\) a cycle gives the phases \(e^{\pm2\pi iK/3}\), and exchanges connect the two signs of the projection.

The spin factor must bring the product to \(A_2\):

- \(K=0\), \(J\) even: the rotation is \(A_1\) and would need an \(A_2\) spin function. There are 0 states.
- \(K=0\), \(J\) odd: the rotation is \(A_2\) and takes the four \(A_1\) spin functions. There are 4 states, with \(I=3/2\).
- \(K=3,6,\dots\): the cycle phases are 1. An exchange swaps the two functions, so one combination is even and the other odd. The odd one takes the four \(A_1\) spin functions, giving 4 states.
- Other \(K\): the rotation is \(E\) and must be joined to an \(E\) spin pair.

The last case needs one more step. Name the functions so that \(R_+\) and \(s_+\) gain the same phase under a cycle. The products unchanged by a cycle are then \(R_+s_-\) and \(R_-s_+\). The exchange of 2 and 3 interchanges them, so

\[
\Psi_{\rm rot,spin}=R_+s_--R_-s_+
\]

changes sign, as required. Every other exchange is this one combined with a cycle, so it also gives a change of sign. There is one such function for each of the two spin pairs, hence 2 states with \(I=1/2\). An \(A_1\) spin function cannot help here, because it does not cancel the cycle phase.

These counts are for one projection of \(J\) on the space axis, and they already include both signs of the projection on \(\hat n\). The level \((J,K)=(1,1)\) has \(2\times3=6\) states in all, and \((1,0)\) has \(4\times3=12\).

## From allowed levels to the lowest level

Both levels with \(J=1\) are allowed. Which is lower depends on the shape of the molecule. For a rigid symmetric top with constants \(B\) for axes in the plane and \(C\) for the normal, and with \(J\) in units of \(\hbar\),

\[
H=B(J_x^2+J_y^2)+CJ_z^2=B\mathbf J^2+(C-B)J_z^2,
\]

\[
E(J,K)=BJ(J+1)+(C-B)K^2 .
\]

Let \(m\) be the proton mass and \(r\) the side of the triangle. Each proton is at a distance \(r/\sqrt3\) from the centre, so the moment of inertia about the normal is \(3m(r^2/3)=mr^2\). About the in-plane axis through one proton, the other two lie at distance \(r/2\), which gives \(2m(r^2/4)=mr^2/2\). Threefold symmetry makes this value the same for every in-plane axis through the centre. Therefore

\[
C=\frac{\hbar^2}{2mr^2},\qquad B=\frac{\hbar^2}{mr^2}=2C .
\]

Since \(C<B\), rotation about the normal is the cheaper kind. For given \(J\) the lowest level has the largest projection, \(K=J\):

\[
E(J,J)=BJ^2+BJ+(C-B)J^2=BJ+CJ^2 .
\]

This grows with \(J\). With \(J=0\) removed, the minimum is at \(J=1\), \(K=1\), which we have found to be allowed:

\[
\boxed{E(1,1)-E(0,0)=B+C}
\]

The other level, \((1,0)\), lies at \(2B\), higher by \(B-C\). If the top had \(C>B\), the Pauli principle would still remove \(J=0\), but \((1,0)\) would be the lowest level. The spin argument removes \(J=0\), and the flat shape then selects \(K=1\).

## The rigid molecule in numbers

The bond length comes from solving the two-electron problem by full configuration interaction in the cc-pVTZ basis without its \(d\) functions. A parabola through the energies at sides 1.62, 1.65 and 1.68 bohr has its minimum at \(r=1.6500\) bohr, which is taken as the equilibrium side; the minimum of the exact curve in this basis lies about 0.0005 bohr lower, which would raise the rigid constants by less than 0.1 percent. In atomic units \(\hbar=1\) and the proton mass is 1836.153, so

\[
B_e=\frac{1}{1836.153\times1.6500^2}=2.000\times10^{-4}\ \text{hartree},
\]

which is 43.90 cm\(^{-1}\). Half of this is \(C_e=21.95\) cm\(^{-1}\), and the rigid estimate is \(B_e+C_e=65.9\) cm\(^{-1}\). Protons are light, however, and their zero-point motion changes this sum noticeably.

## What zero-point motion does to B and C

Let \(\mathbf a_i\) be the corners of the equilibrium triangle, measured from its centre. Any nearby triangle is a linear image of it, because two corners fix a linear map of the plane and the third follows from \(\sum_i\mathbf a_i=0\). Such a map is a rotation times a symmetric matrix. The rotation is the orientation, and the symmetric matrix

\[
S=\begin{pmatrix}1+x+u&v\\v&1+x-u\end{pmatrix}
\]

is the shape. Here \(x\) is the breathing motion and \((u,v)\) is the degenerate distortion. With \(\rho^2=u^2+v^2\), the eigenvalues of \(S\) are \(1+x\pm\rho\).

By threefold symmetry \(\sum_i\mathbf a_i\mathbf a_i^T\) is a multiple of the unit matrix. Its trace is \(3(r^2/3)=r^2\), so it equals \((r^2/2)\mathbf 1\). If the in-plane velocities are \(L\mathbf a_i\), the kinetic energy is

\[
T=\frac m2\sum_i|L\mathbf a_i|^2=\frac{mr^2}{4}\,\mathrm{tr}(L^TL).
\]

For a molecule turning about its normal at angular velocity \(\Omega\), seen from the turning axes,

\[
L=\dot S+\Omega\,\epsilon S,\qquad \epsilon=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\]

The three traces needed are

\[
\mathrm{tr}\,\dot S^2=2(\dot x^2+\dot u^2+\dot v^2),\qquad \mathrm{tr}\,S^2=2[(1+x)^2+\rho^2],
\]

\[
\mathrm{tr}(\dot S\epsilon S)=(S\dot S)_{12}-(S\dot S)_{21}=2(u\dot v-v\dot u).
\]

The last one enters with the factor \(2\Omega\). With \(M=mr^2\), the sum can be arranged in squares:

\[
T=\frac M2\left[\dot x^2+(\dot u-\Omega v)^2+(\dot v+\Omega u)^2+\Omega^2(1+x)^2\right].
\]

The momenta are \(p_x=M\dot x\), \(p_u=M(\dot u-\Omega v)\) and \(p_v=M(\dot v+\Omega u)\). Differentiating by \(\Omega\) gives the angular momentum (here with its factor \(\hbar\)),

\[
J_z=\pi+M(1+x)^2\Omega,\qquad \pi=up_v-vp_u,
\]

and eliminating the velocities gives

\[
T=\frac{p_x^2+p_u^2+p_v^2}{2M}+\frac{(J_z-\pi)^2}{2M(1+x)^2}.
\]

The term linear in \(J_z\) has zero mean in the real vibrational ground function, because \(\pi\) is an imaginary operator. To first order the coefficient of \(J_z^2\) is therefore

\[
C_0=C_e\left\langle(1+x)^{-2}\right\rangle .
\]

Rotation about an in-plane axis moves the protons out of the plane, so it does not mix with the velocities above. Take axes along the eigenvectors of \(S\), with eigenvalues \(s_1,s_2\). The moments of inertia about these axes are \(Ms_2^2/2\) and \(Ms_1^2/2\). Averaged over the ground state, which has threefold symmetry, the two in-plane directions become equivalent, and each receives the mean of the two inverse moments:

\[
B_0=B_e\left\langle\frac12\left(\frac1{s_1^2}+\frac1{s_2^2}\right)\right\rangle
=B_e\left\langle\frac{(1+x)^2+\rho^2}{[(1+x)^2-\rho^2]^2}\right\rangle .
\]

For small displacements these become

\[
\frac{C_0}{C_e}\approx1-2\langle x\rangle+3\langle x^2\rangle,\qquad
\frac{B_0}{B_e}\approx1-2\langle x\rangle+3\langle x^2\rangle+3\langle\rho^2\rangle .
\]

The mean expansion \(\langle x\rangle\) lowers both constants. The distortion \(\rho\) raises \(B\) alone, because bringing protons closer to an in-plane axis raises the inverse moment more than moving them away lowers it. The relation \(B=2C\) of the rigid triangle is thereby lost.

## The number

A potential surface symmetric in the three sides was fitted to 61 computed geometries. At three further shapes it missed the computed energy by at most 1.5 cm\(^{-1}\). The ground state of \((p_x^2+p_u^2+p_v^2)/2M+V\) on this surface has

\[
\langle x\rangle=0.0391,\quad\langle x^2\rangle=0.0082,\quad\langle\rho^2\rangle=0.0171 .
\]

The short expansions give \(1-0.078+0.025=0.946\) for \(C\) and \(0.946+0.051=0.998\) for \(B\), rounding at the end. The full averages are 0.944 and 0.991; the differences are the higher powers of the displacements. With the full averages

\[
B_0=0.991\times43.90=43.5\ \text{cm}^{-1},\qquad C_0=0.944\times21.95=20.7\ \text{cm}^{-1},
\]

\[
E(1,1)-E(0,0)=43.5+20.7=64.2\ \text{cm}^{-1}.
\]

Divided by Boltzmann's constant this is 92 K. The lowest levels of the model, with the number of states for each projection of \(J\), are:

| \(J,K\) | Energy (cm\(^{-1}\)) | States |
|---|---:|---:|
| 0,0 | 0 | 0 |
| 1,1 | 64.2 | 2 |
| 1,0 | 87.1 | 4 |
| 2,2 | 169.9 | 2 |
| 2,1 | 238.3 | 2 |
| 2,0 | 261.2 | 0 |

For \(J=1\) the first decimal should not be trusted as a prediction, and for \(J=2\) not even the units digit. With the \(d\) functions restored, the side becomes 1.6533 bohr. Since both constants vary as \(r^{-2}\), this alone would lower the sum by 0.4 percent, or about 0.3 cm\(^{-1}\), if the averaging factors stayed the same. They nearly do: on a surface with \(d\) functions they change by less than 0.001, and the sum is 64.0 cm\(^{-1}\). The side is not yet converged at this level. In the larger cc-pVQZ basis it is about 1.651 bohr, which takes back about half of the shift. The calculation also leaves out the remaining basis error, corrections to the Born–Oppenheimer separation, the energy term in \(\pi^2\), the higher-order effect of the term linear in \(J_z\), small quantum terms from the curved coordinates, and the stretching of the molecule by rotation. The omitted rotation–vibration terms lower the \(J=1\) levels by less than 0.1 cm\(^{-1}\), but they lower the levels \((2,2)\), \((2,1)\) and \((2,0)\) by about 0.4, 0.8 and 1.0 cm\(^{-1}\); the \(d\) functions lower these three by a further 0.6 to 0.9 cm\(^{-1}\). The supported value for the gap is 64 cm\(^{-1}\).

These approximations affect the size of the gap and not the absence of \(J=0\), which follows from the symmetry of the lowest spin-free state and from the two spin states of a proton. Even in its lowest state the ion therefore keeps \(\langle\mathbf J^2\rangle=2\hbar^2\). The numerical check checks the state counts, the rotational tensor of distorted triangles and the numerical example.

## Values computed for the example and the checks

```
spin functions: symmetric (I=3/2)      4
spin functions: E species (I=1/2)      4
antisymmetric functions, 2 spin states 0
antisymmetric functions, 3 spin states 1
antisymmetric functions, 4 spin states 4
J=0 states if fermions had spin 3/2    4
J=0 states in E vibrational state      2
mean I(I+1) in J=1,K=1                 0.75
mean I(I+1) in J=1,K=0                 3.75
proton mass                            1836.153 m_e
side r_e, basis without d              1.6500 bohr
side r_e, basis without d              0.8731 angstrom
side r_e, full cc-pVTZ                 1.6533 bohr
CI energy at r_e, basis without d      -1.339378 hartree
CI geometries used for the surface     61
largest surface error at new shapes    1.47 cm^-1
rigid B_e                              43.90 cm^-1
rigid C_e                              21.95 cm^-1
rigid B_e + C_e                        65.86 cm^-1
mean x                                 0.0391
mean x^2                               0.00821
mean rho^2 = u^2+v^2                   0.01706
averaging factor B0/B_e                0.9914
averaging factor C0/C_e                0.9436
averaged B0                            43.53 cm^-1
averaged C0                            20.71 cm^-1
grid change of B0 + C0                 0.0002 cm^-1
first vibrational excitation (model)   2525 cm^-1
levels from J=0: energy, spin states per M, total with M
  J=0 K=0     0.00 cm^-1  0  0
  J=1 K=1    64.24 cm^-1  2  6
  J=1 K=0    87.05 cm^-1  4  12
  J=2 K=2   169.90 cm^-1  2  10
  J=2 K=1   238.34 cm^-1  2  10
  J=2 K=0   261.15 cm^-1  0  0
lowest allowed level: J=1 K=1  64.24 cm^-1
the same energy divided by k_B         92.4 K
gap from (1,1) to (1,0), B0 - C0       22.81 cm^-1
```
